# Debye-Hückel correlation free energy from Gaussian fluctuations and from charging: a numerical check

```python
# Result under test: the leading correlation free energy per volume of mobile
# ions in a uniform dielectric is f = -kT kappa^3 / (12 pi), obtained from
#   f/kT = 1/2 int d^3k/(2 pi)^3 [ln(1 + kappa^2/k^2) - kappa^2/k^2].
# kappa: inverse Debye length, kappa^2 = 4 pi l_B sum_i n_i z_i^2
# l_B: Bjerrum length, n_i: number densities, z_i: valences
# The term -kappa^2/k^2 removes the self-energy of the ions.
# Lengths are in nm and energies in kT unless a label says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

PI = np.pi


def subtracted_log(x):
    """ln(1+x) - x, with a series where the difference would lose digits."""
    if x < 1e-3:
        return -x**2 / 2 + x**3 / 3 - x**4 / 4
    return np.log1p(x) - x


def mode_integral(kappa, low, high):
    """(1/4 pi^2) int k^2 [ln(1+kappa^2/k^2) - kappa^2/k^2] dk."""
    value = quad(lambda k: k * k * subtracted_log((kappa / k)**2),
                 low, high, epsabs=0, epsrel=1e-10, limit=200)[0]
    return value / (4 * PI**2)


def free_energy_quadrature(kappa):
    return (mode_integral(kappa, 0, kappa)
            + mode_integral(kappa, kappa, np.inf))


def limiting_law(kappa):
    return -kappa**3 / (12 * PI)


# ---- The momentum integral, its finite-cutoff form and its divergence ----
unit_quadrature = free_energy_quadrature(1.0)
unit_law = limiting_law(1.0)
assert abs(unit_quadrature / unit_law - 1) < 1e-7

cut = 2.0
cut_quadrature = mode_integral(1.0, 0, 1) + mode_integral(1.0, 1, cut)
cut_formula = (cut**3 / 3 * (np.log1p(1 / cut**2) - 1 / cut**2)
               - 2 / 3 * np.arctan(cut)) / (4 * PI**2)
assert abs(cut_quadrature / cut_formula - 1) < 1e-7

big_cut = 1000.0
edges = [0, 1, 10, 100, big_cut]
unsubtracted = sum(quad(lambda k: k * k * np.log1p(1 / k**2), lo, hi,
                        epsabs=1e-11, epsrel=1e-11)[0]
                   for lo, hi in zip(edges[:-1], edges[1:])) / (4 * PI**2)
self_part = big_cut / (4 * PI**2)
# The remainder differs from the limit by a term of order 1/cutoff.
assert abs((unsubtracted - self_part) / unit_law - 1) < 1e-3

# ---- The complex Gaussian field identity for one pair of modes ----
strength, amplitude = 0.7, 0.6 + 0.3j
axis = np.linspace(-8, 8, 401)
field = axis[:, None] + 1j * axis[None, :]
field_integral = np.sum(np.exp(-abs(field)**2 / strength
                               + 2j * np.real(field * np.conj(amplitude))))
field_integral *= (axis[1] - axis[0])**2 / (PI * strength)
assert abs(field_integral - np.exp(-strength * abs(amplitude)**2)) < 1e-9

# ---- Direct average over ion positions against the determinant ----
BOX_KAPPA = 5.0      # kappa times box edge
half_modes = []
for nx in range(-2, 3):
    for ny in range(-2, 3):
        for nz in range(-2, 3):
            square = nx * nx + ny * ny + nz * nz
            if 0 < square <= 4 and (nx, ny, nz) > (0, 0, 0):
                half_modes.append((nx, ny, nz))
mode_strength = np.array([(BOX_KAPPA / (2 * PI))**2 / sum(m * m for m in v)
                          for v in half_modes])
determinant_value = np.sum(np.log1p(mode_strength) - mode_strength)


def sampled_free_energy(valences, samples, rng):
    """-ln <exp(-U/kT)> over uniform independent positions, and its error."""
    valences = np.asarray(valences, float)
    norm = np.sum(valences**2)
    weights = []
    chunk = 1000
    for _ in range(samples // chunk):
        phase = np.exp(2j * PI * rng.random((3, chunk, len(valences))))
        double = phase * phase
        power = {1: phase, 2: double, -1: phase.conj(), -2: double.conj()}
        energy = np.zeros(chunk)
        for vector, a in zip(half_modes, mode_strength):
            product = None
            for direction, m in enumerate(vector):
                if m != 0:
                    factor = power[m][direction]
                    product = factor if product is None else product * factor
            density = product @ valences
            energy += a * (abs(density)**2 / norm - 1)
        weights.append(np.exp(-energy))
    weights = np.concatenate(weights)
    mean = weights.mean()
    return -np.log(mean), weights.std() / mean / np.sqrt(len(weights))


rng = np.random.default_rng(12)
sym_value, sym_error = sampled_free_energy([1] * 100 + [-1] * 100, 30000, rng)
asym_value, asym_error = sampled_free_energy([2] * 60 + [-1] * 120, 30000, rng)
few_value, few_error = sampled_free_energy([1] * 2 + [-1] * 2, 200000, rng)
# Allowance: four standard errors plus 0.01 for cumulants of order 1/N.
assert abs(sym_value - determinant_value) < 4 * sym_error + 0.01
assert abs(asym_value - determinant_value) < 4 * asym_error + 0.01

# ---- Sum over box modes against the infinite-volume law ----
reach = 60
line = np.arange(-reach, reach + 1)**2
squares = line[:, None, None] + line[None, :, None] + line[None, None, :]
counts = np.bincount(squares.ravel())[1:reach**2 + 1]
shells = np.arange(1, reach**2 + 1)


def box_free_energy(edge):
    """Free energy per volume for kappa = 1 in a periodic cube."""
    x = (edge / (2 * PI))**2 / shells
    inside = 0.5 * np.sum(counts * (np.log1p(x) - x)) / edge**3
    return inside + mode_integral(1.0, 2 * PI * np.sqrt(reach**2 + 0.5) / edge,
                                  np.inf)


near = shells[:30]
wigner = 3 - np.sum(counts[:30] * (erfc(np.sqrt(PI * near)) / np.sqrt(near)
                                   + np.exp(-PI * near) / (PI * near)))
box_40, box_80 = box_free_energy(40.0), box_free_energy(80.0)
corrected_80 = box_80 - wigner / (8 * PI * 80)
assert abs(corrected_80 / unit_law - 1) < 3e-3

# ---- Worked example: dilute aqueous 1:1 electrolyte ----
temperature = 298.15        # K
permittivity = 78.0         # rough value for water
concentration = 1.0         # mmol/L, equal to mol/m^3
diameter = 0.4              # nm, rough ion diameter
kT = const.k * temperature


def bjerrum_length(eps_r, temp):
    return const.e**2 / (4 * PI * const.epsilon_0 * eps_r
                         * const.k * temp) * 1e9


def ion_density(conc):
    return 2 * conc * const.N_A * 1e-27


l_B = bjerrum_length(permittivity, temperature)
n_total = ion_density(concentration)
kappa = np.sqrt(4 * PI * l_B * n_total)
f_law = limiting_law(kappa)
assert abs(free_energy_quadrature(kappa) / f_law - 1) < 1e-7

# ---- Charging road: real-space pair energy at each coupling strength ----


def pair_energy(coupling):
    screening = kappa * np.sqrt(coupling)
    # r = s/screening; h_ij = -coupling z_i z_j l_B exp(-screening r)/r
    radial = quad(lambda s: 4 * PI * (s / screening)**2
                  * (l_B * screening / s)
                  * (-coupling * l_B * screening * np.exp(-s) / s)
                  / screening, 0, np.inf, epsabs=0, epsrel=1e-10)[0]
    return 0.5 * n_total**2 * radial


full_energy = pair_energy(1.0)
charging_value = quad(pair_energy, 0, 1, epsabs=0, epsrel=1e-8)[0]
assert abs(full_energy / (-kappa**3 / (8 * PI)) - 1) < 1e-7
assert abs(charging_value / f_law - 1) < 1e-6

# ---- Activity coefficient and pressure from numerical derivatives ----


def f_of_densities(n_plus, n_minus):
    return free_energy_quadrature(np.sqrt(4 * PI * l_B * (n_plus + n_minus)))


n_each = n_total / 2
step = 1e-3 * n_each
ln_gamma_numeric = (f_of_densities(n_each + step, n_each)
                    - f_of_densities(n_each - step, n_each)) / (2 * step)
ln_gamma = -l_B * kappa / 2
assert abs(ln_gamma_numeric / ln_gamma - 1) < 1e-5
h = 1e-3


def volume_free_energy(v):
    return v * f_of_densities(n_each / v, n_each / v)


pressure_numeric = -(volume_free_energy(1 + h)
                     - volume_free_energy(1 - h)) / (2 * h)
pressure = -kappa**3 / (24 * PI)
assert abs(pressure_numeric / pressure - 1) < 1e-5

# ---- Neglected ion size and nonlinear pairing: renormalised pair term ----


def pair_cluster(n_tot, z, bjerrum, size):
    """Pair-cluster addition to f/kT for a symmetric z:z salt of hard ions."""
    screen = np.sqrt(4 * PI * bjerrum * n_tot * z * z)

    def w(r):
        return z * z * bjerrum * np.exp(-screen * r) / r

    def excess_cosh(x):
        if x < 0.05:
            return x**4 / 24 * (1 + x * x / 30)
        return np.cosh(x) - 1 - x * x / 2

    core = quad(lambda r: r * r * (1 + w(r)**2 / 2), 0, size,
                epsabs=0, epsrel=1e-10)[0]
    outer = quad(lambda t: np.exp(3 * t) * excess_cosh(w(np.exp(t))),
                 np.log(size), np.log(size + 20 / screen),
                 epsabs=0, epsrel=1e-8, limit=300)[0]
    return 2 * PI * n_tot**2 * (core - outer)


# Weakly charged hard ions: compare with the finite-size Debye-Hueckel result.
test_kappa, test_lb = 0.01, 0.1
test_n = test_kappa**2 / (4 * PI * test_lb)
electric_part = (pair_cluster(test_n, 1, test_lb, 1.0)
                 - 2 * PI * test_n**2 / 3)
tau = 3 / test_kappa**3 * (np.log1p(test_kappa) - test_kappa
                           + test_kappa**2 / 2)
size_part = limiting_law(test_kappa) * (tau - 1)
assert abs(electric_part / size_part - 1) < 0.01   # next order in kappa*a


def cluster_ratio(conc, z, size):
    n_tot = ion_density(conc)
    screen = np.sqrt(4 * PI * l_B * n_tot * z * z)
    return pair_cluster(n_tot, z, l_B, size) / limiting_law(screen), screen


ratio_dilute, _ = cluster_ratio(concentration, 1, diameter)
ratio_strong, kappa_strong = cluster_ratio(100.0, 1, diameter)
ratio_divalent, kappa_divalent = cluster_ratio(concentration, 2, diameter)
ratio_tiny, _ = cluster_ratio(concentration, 1, diameter / 10)
assert ratio_tiny > 1 and ratio_tiny > 10 * abs(ratio_dilute)

# ---- Other neglected effects for the example ----
warm_T, warm_eps = 333.15, 67.0     # warmer bath, rough permittivity
warm_kappa = np.sqrt(4 * PI * bjerrum_length(warm_eps, warm_T) * n_total)
warm_ratio = (warm_T * limiting_law(warm_kappa)) / (temperature * f_law)
wall_distance = diameter / 2
image_energy = -l_B / (4 * wall_distance)
field_contact = (const.e / (4 * PI * const.epsilon_0 * permittivity
                            * (diameter * 1e-9)**2)) / 1e8

print("TESTS, kappa = 1 where no unit is given")
print(f"integral by quadrature, f/kT: {unit_quadrature:.8f}")
print(f"-1/(12 pi): {unit_law:.8f}")
print(f"unsubtracted integral, cutoff {big_cut:.0f}: {unsubtracted:.6f}")
print(f"self-energy part at that cutoff: {self_part:.6f}")
print(f"difference of these two: {unsubtracted - self_part:.6f}")
print(f"sampling: kappa*L = {BOX_KAPPA:.1f}, mode pairs = {len(half_modes)}")
print(f"determinant F/kT: {determinant_value:.4f}")
print(f"sampled F/kT, 200 ions 1:1: {sym_value:.4f} +- {sym_error:.4f}")
print(f"sampled F/kT, 180 ions 2:1: {asym_value:.4f} +- {asym_error:.4f}")
print(f"sampled F/kT, 4 ions 1:1: {few_value:.4f} +- {few_error:.4f}")
print(f"cubic Wigner constant xi: {wigner:.6f}")
print(f"box sum f/kT, kappa*L = 40: {box_40:.6f}")
print(f"box sum f/kT, kappa*L = 80: {box_80:.6f}")
print(f"the same at 80, image shift removed: {corrected_80:.6f}")
print("EXAMPLE, 1:1 salt in water")
print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity (rough): {permittivity:.0f}")
print(f"concentration: {concentration:.1f} mmol/L")
print(f"ion diameter (rough): {diameter:.1f} nm")
print(f"thermal energy kT: {kT / const.e * 1e3:.3f} meV")
print(f"total ion density: {n_total:.4e} nm^-3")
print(f"Bjerrum length: {l_B:.4f} nm")
print(f"inverse Debye length: {kappa:.5f} nm^-1")
print(f"Debye length: {1 / kappa:.3f} nm")
print(f"coupling l_B*kappa: {l_B * kappa:.5f}")
print(f"f_corr/kT: {f_law:.4e} nm^-3")
print(f"f_corr/kT by charging: {charging_value:.4e} nm^-3")
print(f"f_corr: {f_law * kT * 1e27:.2f} J/m^3")
print(f"f_corr per ion: {f_law / n_total * kT / const.e * 1e3:.4f} meV")
print(f"energy at full coupling /kT: {full_energy:.4e} nm^-3")
print(f"ln gamma: {ln_gamma:.5f}")
print(f"activity coefficient gamma: {np.exp(ln_gamma):.4f}")
print(f"excess osmotic pressure: {pressure * kT * 1e27:.2f} Pa")
print(f"excess / ideal pressure: {100 * pressure / n_total:.3f} %")
print("NEGLECTED EFFECTS (pair term = size and pairing, relative to f_corr)")
print(f"pair term, 1:1, 1 mmol/L: {100 * ratio_dilute:.2f} %")
print(f"pair term, 1:1, 100 mmol/L: {100 * ratio_strong:.1f} %")
print(f"kappa*a, 1:1, 100 mmol/L: {kappa_strong * diameter:.3f}")
print(f"pair term, 2:2, 1 mmol/L: {100 * ratio_divalent:.1f} %")
print(f"coupling z^2*l_B*kappa, 2:2: {4 * l_B * kappa_divalent:.3f}")
print(f"pair term / f_corr, 1:1, a = {diameter / 10:.2f} nm: {ratio_tiny:.3g}")
print(f"warm bath: {warm_T:.2f} K, rough permittivity {warm_eps:.0f}")
print(f"f_corr warm / f_corr at start: {warm_ratio:.4f}")
print(f"distance of ion centre from metal wall: {wall_distance:.2f} nm")
print(f"unscreened image energy there: {image_energy:.3f} kT")
print(f"ion field at {diameter:.1f} nm in water: {field_contact:.3f} MV/cm")
print("all tests passed")
```

Printed output:

```
TESTS, kappa = 1 where no unit is given
integral by quadrature, f/kT: -0.02652582
-1/(12 pi): -0.02652582
unsubtracted integral, cutoff 1000: 25.303783
self-energy part at that cutoff: 25.330296
difference of these two: -0.026513
sampling: kappa*L = 5.0, mode pairs = 16
determinant F/kT: -0.7897
sampled F/kT, 200 ions 1:1: -0.7967 +- 0.0077
sampled F/kT, 180 ions 2:1: -0.7930 +- 0.0077
sampled F/kT, 4 ions 1:1: -0.7632 +- 0.0041
cubic Wigner constant xi: 2.837297
box sum f/kT, kappa*L = 40: -0.023749
box sum f/kT, kappa*L = 80: -0.025121
the same at 80, image shift removed: -0.026532
EXAMPLE, 1:1 salt in water
temperature: 298.15 K
relative permittivity (rough): 78
concentration: 1.0 mmol/L
ion diameter (rough): 0.4 nm
thermal energy kT: 25.693 meV
total ion density: 1.2044e-03 nm^-3
Bjerrum length: 0.7185 nm
inverse Debye length: 0.10428 nm^-1
Debye length: 9.589 nm
coupling l_B*kappa: 0.07493
f_corr/kT: -3.0084e-05 nm^-3
f_corr/kT by charging: -3.0084e-05 nm^-3
f_corr: -123.84 J/m^3
f_corr per ion: -0.6417 meV
energy at full coupling /kT: -4.5125e-05 nm^-3
ln gamma: -0.03747
activity coefficient gamma: 0.9632
excess osmotic pressure: -61.92 Pa
excess / ideal pressure: -1.249 %
NEGLECTED EFFECTS (pair term = size and pairing, relative to f_corr)
pair term, 1:1, 1 mmol/L: -3.11 %
pair term, 1:1, 100 mmol/L: -27.2 %
kappa*a, 1:1, 100 mmol/L: 0.417
pair term, 2:2, 1 mmol/L: 19.2 %
coupling z^2*l_B*kappa, 2:2: 0.599
pair term / f_corr, 1:1, a = 0.04 nm: 41.9
warm bath: 333.15 K, rough permittivity 67
f_corr warm / f_corr at start: 1.1883
distance of ion centre from metal wall: 0.20 nm
unscreened image energy there: -0.898 kT
ion field at 0.4 nm in water: 1.154 MV/cm
all tests passed
```
